From Einstein A to HITRAN line intensity, and to another temperature

**Problem**

A gas contains a heteronuclear diatomic molecule without electronic angular momentum. The isotopologue of interest makes up a fraction I_a = 0.90 of all molecules of the species. Treat it as a rigid rotor and harmonic oscillator with vibrational spacing ω = 2000 cm⁻¹ and rotational constant B = 2.0 cm⁻¹. These are round model values. Energies are counted from the lowest level, v = 0, J = 0, and the nuclear-spin factor is set to 1.

Two absorption lines start from the same lower level, v = 0, J = 7:

- the vibrational line to v = 1, J = 8, with A = 20 s⁻¹;
- the rotational line to v = 0, J = 8, with A = 0.0050 s⁻¹.

Here A is the rate of spontaneous emission from one upper state into all magnetic substates of the lower level.

(a) The HITRAN line intensity S is the net absorption cross section integrated over wavenumber, per molecule of the species with all isotopologues counted. Derive S(T) from A for a gas in thermal equilibrium.

(b) Evaluate S for the vibrational line at 296 K.

(c) Derive the rule that carries S from one temperature to another, and apply it to 1000 K.

(d) Repeat the calculation for the rotational line and explain the role of stimulated emission.

(e) Some lines weaken on heating from 296 K to 1000 K and others grow. Find the lower-state energy that separates them near 2032 cm⁻¹.

**Solution**

**(a) The intensity formula**

Let ν be the wavenumber of the line in cm⁻¹, E'' the lower-state energy in cm⁻¹, and g'' and g' the degeneracies of the lower and upper levels. A photon has energy hcν, with c in cm/s. The ratio of this energy to kT is

hcν/(kT) = c₂ν/T, with c₂ = hc/k = 1.438777 cm K.

The first task is to relate absorption to A. Let ρ be the energy density of radiation per unit wavenumber. A molecule in the lower level is excited at the rate B_lu ρ. A molecule in the upper level returns at the rate A + B_ul ρ, where the second term is stimulated emission. In equilibrium with thermal radiation the two flows balance:

n_l B_lu ρ = n_u (A + B_ul ρ).

The Boltzmann distribution gives n_u/n_l = (g'/g'') exp(−c₂ν/T). Dividing the balance by n_u and solving for ρ yields

ρ = A / [(g''/g') B_lu exp(c₂ν/T) − B_ul].

This must agree at every temperature with Planck's law, which per unit wavenumber reads

ρ = 8πhcν³ / [exp(c₂ν/T) − 1].

As T → ∞ Planck's ρ grows without limit, so the denominator of the first expression must vanish when the exponential equals 1. Hence

g'' B_lu = g' B_ul.

With this relation the first expression becomes (A/B_ul)/[exp(c₂ν/T) − 1], and comparison with Planck's law gives

A = 8πhcν³ B_ul.

The coefficients are properties of the molecule, so they may now be used for a weak beam. The magnetic substates are equally populated, which means that the gas has no preferred direction and absorbs a directed beam as it absorbs isotropic radiation of the same density.

The beam carries energy flux cρ per unit wavenumber. Dividing by the photon energy hcν gives the photon flux per unit wavenumber, ρ/(hν). If the line is so narrow that ρ and ν hardly change across it, the net rate of photon removal per molecule is

∫ σ(ν) [ρ/(hν)] dν = S ρ/(hν).

For a sample of the pure isotopologue, let p_l and p_u be the fractions of molecules in the two levels. The same net rate is upward transitions minus stimulated emission, (p_l B_lu − p_u B_ul)ρ. Spontaneous photons leave in all directions and do not replenish the beam appreciably. Therefore

S = hν (p_l B_lu − p_u B_ul).

Insert B_ul = A/(8πhcν³) and B_lu = (g'/g'')B_ul. Planck's constant cancels:

S = [A/(8πcν²)] [(g'/g'') p_l − p_u].

With the partition sum Q(T), the populations are

p_l = g'' exp(−c₂E''/T)/Q(T),
p_u = g' exp[−c₂(E'' + ν)/T]/Q(T).

In the first term g'' cancels and g' remains; the second term also carries g'. Taking out the common factor g' exp(−c₂E''/T)/Q(T), and multiplying by I_a because S is counted per molecule of the whole species, gives

S(T) = I_a · [g'A/(8πcν²)] · exp(−c₂E''/T) · [1 − exp(−c₂ν/T)] / Q(T).

The unit of g'A/(8πcν²) is s⁻¹/(cm s⁻¹ · cm⁻²) = cm, and the other factors are pure numbers. So S is in cm/molecule, which is the same as the HITRAN form cm⁻¹/(molecule cm⁻²).

Three conventions matter here.

- A belongs to one line. It equals the inverse radiative lifetime of the upper level only if that level has no other decay channel. The state v = 1, J = 8 also decays to v = 0, J = 9 at a similar rate, and far more slowly to v = 1, J = 7, so its inverse lifetime is about 40 s⁻¹, not 20 s⁻¹. The state v = 0, J = 8 can decay only to v = 0, J = 7, so for the rotational line A is the inverse lifetime.
- E'' and Q must have the same zero of energy.
- A nuclear-spin factor common to all levels may be put into both g' and Q or left out of both.

The formula was checked against a calculation that does not use the B coefficients. There, a two-state system is driven by a weak pulse, starting from either state, and the absorption is summed over the magnetic substates with their populations. A is found separately from the same transition dipole. For both line positions and both temperatures the two intensities agree within a relative difference of 9 × 10⁻⁶.

**(b) The vibrational line at 296 K**

The level data are

E'' = B · 7 · 8 = 112 cm⁻¹,
ν = ω + B(8 · 9 − 7 · 8) = 2000 + 32 = 2032 cm⁻¹,
g' = 2 · 8 + 1 = 17.

The partition sum runs over all v and J of the model:

Q(T) = Σ_v Σ_J (2J + 1) exp{−c₂[ωv + BJ(J + 1)]/T}.

Direct summation gives Q(296 K) = 103.21. The remaining factors are

g'A/(8πcν²) = 17 · 20/(8π · 2.998 × 10¹⁰ · 2032²) = 1.0929 × 10⁻¹⁶ cm,
exp(−c₂E''/T) = 0.5802,
1 − exp(−c₂ν/T) = 1 − exp(−9.877) = 0.99995.

Hence

S(296 K) = 0.90 · 1.0929 × 10⁻¹⁶ · 0.5802 · 0.99995/103.21
= 5.53 × 10⁻¹⁹ cm/molecule.

Stimulated emission lowers this value by only about 5 parts in 10⁵, since hardly any molecules are in the upper level.

Two slips would change the result visibly. Using g'' = 15 in place of g' = 17 multiplies it by 0.882. Adding the zero-point energy ω/2 = 1000 cm⁻¹ to E'' but not to the energies in Q multiplies it by 0.0077. If the same constant is added in both places, it cancels.

This S belongs to one pair of levels. In the harmonic, rigid model the line v = 1, J = 7 → v = 2, J = 8 falls at the same wavenumber, and its absorption is not included here. Anharmonicity would separate the two lines.

**(c) Rescaling to another temperature**

Form the ratio of S(T) to S(T₀). The quantities I_a, g', A and ν do not depend on temperature and cancel, leaving

S(T)/S(T₀) = [Q(T₀)/Q(T)] · exp[−c₂E''(1/T − 1/T₀)] · [1 − exp(−c₂ν/T)]/[1 − exp(−c₂ν/T₀)].

Neither A nor the abundance is needed once S(T₀) is known. For T₀ = 296 K and T = 1000 K, with Q(1000 K) = 368.59, the three factors are

Q(T₀)/Q(T) = 103.21/368.59 = 0.2800,
Boltzmann ratio = 0.8512/0.5802 = 1.4671,
stimulated-emission ratio = 0.94626/0.99995 = 0.9463.

Their product is 0.3887, so

S(1000 K) = 0.3887 · 5.53 × 10⁻¹⁹ = 2.15 × 10⁻¹⁹ cm/molecule.

The first factor dominates: at 1000 K the molecules are spread over more levels. The Boltzmann ratio exceeds 1 because a level above the ground level gains weight relative to it on heating. The last factor is the loss by stimulated emission, now about 5 %.

S is a quantity per molecule. The integrated absorption coefficient of the gas is S times the number density, and for an ideal gas at constant pressure that density falls as 1/T. On heating from 296 K to 1000 K the contribution of this one line is therefore multiplied by 0.3887 · 296/1000 = 0.115. The lines v, J = 7 → v + 1, J = 8 with v ≥ 1, which coincide with it in this model and whose A grows as v + 1, are negligible at 296 K but add 12 % at 1000 K. With them included the factor is 0.129.

**(d) The rotational line**

The lower level and g' are the same, but now ν = 32 cm⁻¹. The prefactor is

g'A/(8πcν²) = 17 · 0.0050/(8π · 2.998 × 10¹⁰ · 32²) = 1.1017 × 10⁻¹⁶ cm,

almost equal to that of the vibrational line: the much smaller A is offset by the much smaller ν². The stimulated-emission factor, however, is 0.1441 at 296 K, and

S(296 K) = 0.90 · 1.1017 × 10⁻¹⁶ · 0.5802 · 0.1441/103.21
= 8.03 × 10⁻²⁰ cm/molecule.

Without that factor the result would be 6.9 times too large. The photon energy is small compared with kT, so an upper state is nearly as populated as a lower one, and most of the absorption is undone by stimulated emission.

At 1000 K the factor is 0.0450. The rescaling rule gives

S(1000 K)/S(296 K) = 0.2800 · 1.4671 · (0.0450/0.1441) = 0.128,

S(1000 K) = 1.03 × 10⁻²⁰ cm/molecule.

This again refers to one pair of levels. In the rigid model the lines v, J = 7 → v, J = 8 with v ≥ 1 also fall at 32 cm⁻¹; with the same dipole moment for all v they add 6 % at 1000 K.

The limit c₂ν/T ≪ 1 shows the trend. Expanding the exponential to first order gives

1 − exp(−c₂ν/T) ≈ c₂ν/T.

If the rotational levels are dense on the scale of kT and vibration is not excited, Q is roughly T/(c₂B). Both factors then contribute 1/T, and

S(T) ∝ T⁻² exp(−c₂E''/T).

This estimate gives 0.296² · 1.4671 = 0.129, close to the full 0.128. The closeness is partly a cancellation. The true stimulated-emission ratio, 0.312, is above 0.296, while the true partition ratio, 0.280, is below it because some molecules are vibrationally excited at 1000 K. In the opposite limit, c₂ν/T ≫ 1, the stimulated-emission factor tends to 1 and drops out of the rescaling.

**(e) Which lines grow on heating**

For T > T₀ the partition ratio and the stimulated-emission ratio are below 1, and the Boltzmann ratio rises with E''. The separating energy E× follows from setting S(T)/S(T₀) = 1 at fixed ν. Moving the other two factors to the right-hand side gives

exp[c₂E×(1/T₀ − 1/T)] = [Q(T)/Q(T₀)] · [1 − exp(−c₂ν/T₀)]/[1 − exp(−c₂ν/T)].

Taking the logarithm,

E× = ln{[Q(T)/Q(T₀)] · [1 − exp(−c₂ν/T₀)]/[1 − exp(−c₂ν/T)]} / [c₂(1/T₀ − 1/T)].

For ν = 2032 cm⁻¹ the numbers are

E× = ln[(368.59/103.21) · (0.99995/0.94626)] / [1.438777 · (1/296 − 1/1000)]
= 388 cm⁻¹.

The level J = 13 lies at 364 cm⁻¹ and J = 14 at 420 cm⁻¹. For the vibrational lines J → J + 1 starting from them, each taken at its own wavenumber, 2056 and 2060 cm⁻¹, the ratios S(1000 K)/S(296 K) are 0.92 and 1.12. The first line is weaker at 1000 K than at 296 K and the second is stronger; the shift in wavenumber lowers E× by less than 1 cm⁻¹. E× compares the two end temperatures only, and S need not change monotonically between them. The J = 13 line first grows by 21 % to a maximum near 506 K and then falls, and the J = 14 line passes its maximum, 1.37 times the value at 296 K, near 570 K.

**Where the rule fails**

The derivation uses one temperature for all populations. In a gas whose vibration and rotation are not in equilibrium with each other, p_l and p_u must be inserted separately in the expression that precedes the Boltzmann factors. The rule also needs a Q that is adequate at the new temperature. The harmonic, rigid model omits anharmonicity, centrifugal stretching and dissociation, so its Q becomes less reliable as higher levels are populated. The remaining intermediate values are in the numerical output.

Computed results

```
c2 = hc/k: 1.438777 cm K
speed of light: 2.997925e+10 cm/s
vibrational spacing: 2000 cm^-1
rotational constant B: 2.0 cm^-1
isotopic abundance: 0.90
temperatures: 296 K and 1000 K
J lower, J upper: 7, 8
g lower, g upper: 15, 17
lower-state energy: 112.0 cm^-1
Q at T0: 103.2053
Q at T1: 368.5925
Q ratio Q(T0)/Q(T1): 0.28000
Boltzmann factor at T0: 0.58019
Boltzmann factor at T1: 0.85117
Boltzmann ratio T1/T0: 1.46706
-- vibrational line --
wavenumber: 2032.0 cm^-1
Einstein A: 20.0 s^-1
g' A/(8 pi c nu^2): 1.0929e-16 cm
c2 nu/T at T0, T1: 9.8770, 2.9236
stimulated factor at T0: 0.999949
stimulated factor at T1: 0.946260
stimulated factor ratio T1/T0: 0.94631
S at T0: 5.5291e-19 cm/molecule
S(T1)/S(T0): 0.38872
S at T1: 2.1493e-19 cm/molecule
absorption ratio at constant pressure: 0.11506
-- rotational line --
wavenumber: 32.0 cm^-1
Einstein A: 0.0050 s^-1
g' A/(8 pi c nu^2): 1.1017e-16 cm
stimulated factor at T0: 0.14405
stimulated factor at T1: 0.04500
S at T0: 8.0294e-20 cm/molecule
S(T1)/S(T0): 0.12831
S at T1: 1.0303e-20 cm/molecule
-- errors and crossover --
g lower used for g upper, factor: 0.8824
stimulated factor omitted, rotational line at T0, factor: 6.942
zero-point energy in E'' but not in Q at T0, factor: 0.00774
crossover lower-state energy: 388.1 cm^-1
J lower 13, E'' 364 cm^-1, S(T1)/S(T0): 0.9225
J lower 14, E'' 420 cm^-1, S(T1)/S(T0): 1.1177
largest relative error, formula vs microscopic: 8.9e-06
```
